# Intruder peaks in real-time core spectra and the projected dipole: test program

```python
"""Intruder peaks in real-time core spectra, and the projected dipole.

Result under test: after a weak kick exp(i*kappa*D) the observable M follows
    M(t) = 4 kappa sum_n m_n d_n sin(w_n t) / w_n,
where w_n^2, F_n are eigenpairs of Delta^2 + 4 sqrt(Delta) K sqrt(Delta),
d_n = sum D sqrt(Delta) F_n and m_n = sum M sqrt(Delta) F_n over pairs.
Delta: orbital gaps; K: Hartree + exchange kernel; D, M: dipole matrices.
Valence pairs with high virtuals give basis-dependent sticks at the core edge.
Keeping only core-virtual dipole elements suppresses their intensity, with a
remainder linear (one side projected) or quadratic (both) in the coupling.
System: Be atom, exchange-only LDA, Gaussian s and p functions, atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal, expm
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
S_EXPS = 0.03 * 2.2 ** np.arange(14)
BETA = 1.8
P_START = 0.02
N_P = 14


def p_exponents(scale):
    return scale * P_START * BETA ** np.arange(N_P)


def beryllium(p_exps):
    shells = [[0, [float(a), 1.0]] for a in S_EXPS]
    shells += [[1, [float(a), 1.0]] for a in p_exps]
    return gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)


def v_exchange(rho):
    return -np.cbrt(3.0 * rho / np.pi)


# ---- ground state from s functions, and its radial potential ----
mol_s = beryllium([])
mf_s = dft.RKS(mol_s)
mf_s.xc = "lda,"
mf_s.conv_tol = 1e-11
mf_s.kernel()
assert mf_s.converged
dm_s = mf_s.make_rdm1()
e_core, e_val = mf_s.mo_energy[:2]

h = 0.005
r = h * np.arange(1, 6001)
axis = np.zeros((r.size, 3))
axis[:, 2] = r
ao_axis = mol_s.eval_gto("GTOval_sph", axis)
rho_r = np.einsum("gi,ij,gj->g", ao_axis, dm_s, ao_axis)
u_core, u_val = (np.sqrt(4 * np.pi) * r * (ao_axis @ mf_s.mo_coeff[:, :2]).T)


def running_integral(g):
    return h * (np.cumsum(g) - 0.5 * g)


inner = running_integral(4 * np.pi * r**2 * rho_r)
outer = running_integral(4 * np.pi * r * rho_r)
v_r = -4.0 / r + inner / r + (outer[-1] - outer) + v_exchange(rho_r)


def p_channel(scale):
    """p orbitals in the fixed atomic potential; z elements with 1s and 2s."""
    a = p_exponents(scale)[:, None]
    gauss = np.exp(-a * r**2)
    u = r**2 * gauss
    du = (2 * r - 2 * a * r**3) * gauss
    norm = np.sqrt(h * np.sum(u * u, axis=1))[:, None]
    u, du = u / norm, du / norm
    overlap = h * u @ u.T
    ham = 0.5 * h * du @ du.T + h * (u * (1 / r**2 + v_r)) @ u.T
    eps, coef = eigh(ham, overlap)
    orbs = coef.T @ u
    return (eps, h * orbs @ (r * u_core) / np.sqrt(3),
            h * orbs @ (r * u_val) / np.sqrt(3))


# ---- reference continuum: fine radial grid in a large box ----
diag = 1 / h**2 + 1 / r**2 + v_r
off = np.full(r.size - 1, -0.5 / h**2)
e_2p_box = eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]
e_box, vec_box = eigh_tridiagonal(diag, off, select="v",
                                  select_range=(1.2, 9.5))
d_box = np.sqrt(h / 3) * (vec_box.T @ (r * u_val))
density_box = 4 * (e_box - e_val) * d_box**2 / np.gradient(e_box)

# ---- scan of the p exponents: the intruder moves, the core line stays ----
eps1, _, _ = p_channel(1.0)
assert abs(eps1[0] - e_2p_box) < 2e-3
k_int = np.flatnonzero(eps1 - e_val < eps1[0] - e_core - 5 / EV)[-1]
scales = BETA ** (np.arange(8) / 6)
gap_int, gap_core, slice_ratio = [], [], []
for s in scales:
    eps, _, d_val = p_channel(s)
    slope = (p_channel(s * np.exp(0.02))[0][k_int]
             - p_channel(s * np.exp(-0.02))[0][k_int]) / 0.04
    strength = 4 * (eps[k_int] - e_val) * d_val[k_int] ** 2
    smooth = np.exp(np.interp(eps[k_int], e_box, np.log(density_box)))
    gap_int.append(eps[k_int] - e_val)
    gap_core.append(eps[0] - e_core)
    slice_ratio.append(strength / (np.log(BETA) * slope * smooth))
gap_int, gap_core = np.array(gap_int), np.array(gap_core)
assert gap_int[0] < gap_core[0] and gap_int[-1] > gap_core[-1]
assert np.ptp(gap_core) < 0.01 * np.ptp(gap_int)
# one stick replaces a slice tens of eV wide, so only rough agreement is due
assert 0.5 < min(slice_ratio) and max(slice_ratio) < 2.0
scale = scales[np.flatnonzero(gap_int < gap_core - 5 / EV)[-1]]
eps_scan, d1_scan, d2_scan = p_channel(scale)
sum_rule = 4 * np.sum((eps_scan - e_core) * d1_scan**2
                      + (eps_scan - e_val) * d2_scan**2)
assert abs(sum_rule / 4 - 1) < 0.03

# ---- full calculation; a z kick never populates px or py ----
mol = beryllium(p_exponents(scale))
m0 = [i for i, lab in enumerate(mol.ao_labels())
      if "px" not in lab and "py" not in lab]
sub = np.ix_(m0, m0)
S = mol.intor("int1e_ovlp")[sub]
h_core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[sub]
z_ao = mol.intor("int1e_r")[2][sub]
eri = mol.intor("int2e").reshape((mol.nao,) * 4)[np.ix_(m0, m0, m0, m0)]

x, wx = np.polynomial.legendre.leggauss(80)
cosines, wc = np.polynomial.legendre.leggauss(8)
rad = 1.5 * (1 + x) / (1 - x)
w_rad = wx * 3.0 / (1 - x) ** 2 * rad**2
near = rad < 45
rad, w_rad = rad[near], w_rad[near]
R, U = np.meshgrid(rad, cosines, indexing="ij")
points = np.stack([R * np.sqrt(1 - U**2), 0 * R, R * U], -1).reshape(-1, 3)
weights = 2 * np.pi * np.outer(w_rad, wc).ravel()
ao = mol.eval_gto("GTOval_sph", points)[:, m0]

n_s = len(S_EXPS)
P = np.zeros_like(S)
P[:n_s, :n_s] = dm_s
change = 1.0
for _ in range(400):
    rho = np.maximum(np.einsum("gi,gi->g", ao @ P, ao), 0)
    fock = (h_core + np.einsum("ijkl,kl->ij", eri, P)
            + ao.T @ ((weights * v_exchange(rho))[:, None] * ao))
    eps, C = eigh(fock, S)
    P_new = 2 * C[:, :2] @ C[:, :2].T
    change = np.abs(P_new - P).max()
    if change < 1e-9:
        break
    P = 0.6 * P + 0.4 * P_new
assert change < 1e-7
assert abs(eps[0] - e_core) < 1e-3 and abs(eps[1] - e_val) < 1e-3

CUTOFF = 12.0
active = eps < CUTOFF
eps, C = eps[active], C[:, active]
n = eps.size
phi = ao @ C
Z = C.T @ z_ao @ C
eri_mo = np.einsum("ijkl,ip->pjkl", eri, C, optimize=True)
eri_mo = np.einsum("pjkl,jq->pqkl", eri_mo, C, optimize=True)
eri_mo = np.einsum("pqkl,kr->pqrl", eri_mo, C, optimize=True)
eri_mo = np.einsum("pqrl,ls->pqrs", eri_mo, C, optimize=True)
p_orbs = np.flatnonzero(np.abs(C[n_s:]).max(axis=0) > 1e-5)
n_v = p_orbs.size
assert abs(eps[p_orbs[k_int]] - eps_scan[k_int]) < 3e-3

# ---- linear response: core pairs first, then valence pairs ----
occ = np.repeat([0, 1], n_v)
vir = np.tile(p_orbs, 2)
is_core = occ == 0
Delta = eps[vir] - eps[occ]
D_pair = Z[occ, vir]
rho0 = 2 * np.sum(phi[:, :2] ** 2, axis=1)
f_x = np.zeros_like(rho0)
dense = rho0 > 1e-20
f_x[dense] = v_exchange(rho0[dense]) / (3 * rho0[dense])
pair_density = phi[:, occ] * phi[:, vir]
K = eri_mo[occ[:, None], vir[:, None], occ[None, :], vir[None, :]]
K = K + pair_density.T @ ((weights * f_x)[:, None] * pair_density)
root = np.sqrt(Delta)


def response(coupling=1.0, keep=slice(None)):
    dk, rk = Delta[keep], root[keep]
    omega2, F = np.linalg.eigh(np.diag(dk**2) + 4 * coupling
                               * rk[:, None] * K[keep][:, keep] * rk)
    return np.sqrt(omega2), F


w_n, F = response()
d_full = (D_pair * root) @ F
d_core = (D_pair * root * is_core) @ F
pair_int = n_v + k_int
n_int = np.argmax(np.abs(F[pair_int]))
n_edge = np.argmax(np.abs(F[0]))
valence_weight = np.sum(F[~is_core, n_int] ** 2)
assert n_int != n_edge and valence_weight > 0.5
f_none = 4 * d_full**2
f_one = 4 * d_full * d_core
f_both = 4 * d_core**2
assert f_both[n_int] < f_none[n_int]

core_pairs = np.flatnonzero(is_core)
w_cvs, F_cvs = response(keep=core_pairs)
n_cvs = np.argmax(np.abs(F_cvs[0]))
f_cvs = 4 * ((D_pair * root)[core_pairs] @ F_cvs[:, n_cvs]) ** 2


# ---- order of the remainder in the core-valence coupling ----
def remainder(coupling):
    _, vecs = response(coupling)
    v = vecs[:, np.argmax(np.abs(vecs[pair_int]))]
    v = v * np.sign(v[pair_int])
    return (D_pair * root) @ v, (D_pair * root * is_core) @ v


full_a, core_a = remainder(0.01)
full_b, core_b = remainder(0.02)
ratio_one = (full_b * core_b) / (full_a * core_a)
ratio_both = core_b**2 / core_a**2
assert abs(ratio_one - 2) < 0.1 and abs(ratio_both - 4) < 0.2
mixing = (4 * root * K[:, pair_int] * root[pair_int])[is_core] / (
    Delta[pair_int] ** 2 - Delta[is_core] ** 2)
first_order = np.sum((D_pair * root)[is_core] * mixing)
assert abs(core_a / (0.01 * first_order) - 1) < 0.05

# ---- nonlinear real-time propagation, RK4 in the interaction picture ----
D_c = np.zeros((n, n))
D_c[0, p_orbs] = D_c[p_orbs, 0] = Z[0, p_orbs]
kappa, dt, steps = 1e-3, 0.05, 3200
eri_flat = np.ascontiguousarray(eri_mo.reshape(n * n, n * n))
P0 = np.zeros((n, n))
P0[0, 0] = P0[1, 1] = 2.0
v0 = v_exchange(rho0)
half = np.exp(-0.5j * eps * dt)[:, None]
whole = half**2


def drive(psi):
    parts = np.hstack([psi.real, psi.imag])
    on_grid = phi @ parts
    rho_t = 2 * np.sum(on_grid * on_grid, axis=1)
    dP = 2 * parts @ parts.T - P0
    dF = (eri_flat @ dP.ravel()).reshape(n, n)
    dF += phi.T @ ((weights * (v_exchange(rho_t) - v0))[:, None] * phi)
    return -1j * (dF @ psi)


def propagate(kick):
    psi = expm(1j * kappa * kick)[:, :2]
    out = np.zeros((2, steps + 1))
    for step in range(steps + 1):
        for row, op in enumerate((Z, D_c)):
            out[row, step] = 2 * np.sum(psi.conj() * (op @ psi)).real / kappa
        k1 = drive(psi)
        k2 = half.conj() * drive(half * (psi + 0.5 * dt * k1))
        k3 = half.conj() * drive(half * (psi + 0.5 * dt * k2))
        k4 = whole.conj() * drive(whole * (psi + dt * k3))
        psi = whole * (psi + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4))
    return out


sig_full_kick = propagate(Z)
sig_core_kick = propagate(D_c)
t = dt * np.arange(steps + 1)
waves = np.sin(np.outer(t, w_n)) / w_n
traces = {"none": (sig_full_kick[0], f_none),
          "kick only": (sig_core_kick[0], f_one),
          "both": (sig_core_kick[1], f_both)}
trace_error = {}
for name, (signal, f_n) in traces.items():
    predicted = waves @ f_n
    trace_error[name] = np.abs(signal - predicted).max() / np.abs(predicted).max()
    assert trace_error[name] < 0.01, (name, trace_error[name])
reciprocity = (np.abs(sig_full_kick[1] - sig_core_kick[0]).max()
               / np.abs(sig_core_kick[0]).max())
assert reciprocity < 0.005

# ---- spectra from the propagated signals ----
gamma = 0.03
grid_w = np.linspace(w_n[n_int] - 0.2, w_n[n_edge] + 0.1, 300)
grid_w = np.concatenate([grid_w, [w_n[n_int], w_n[n_edge]]])
kernel_t = np.sin(np.outer(grid_w, t)) * np.exp(-gamma * t) * dt
spectra = {}
for name, (signal, f_n) in traces.items():
    spectrum = 2 * grid_w / np.pi * (kernel_t @ signal)
    minus = gamma / ((grid_w[:, None] - w_n) ** 2 + gamma**2)
    plus = gamma / ((grid_w[:, None] + w_n) ** 2 + gamma**2)
    expected = grid_w / np.pi * ((minus - plus) @ (f_n / w_n))
    # the finite propagation time cuts off about one percent of the decay
    assert np.abs(spectrum - expected).max() < 0.04 * np.abs(expected).max()
    spectra[name] = spectrum / EV

# ---- LiH in standard bases, independent-particle transitions ----
lih_rows = []
for basis in ("def2-svp", "def2-tzvpp", "def2-qzvpp"):
    lih = gto.M(atom="Li 0 0 0; H 0 0 1.6", basis=basis, verbose=0)
    mf = dft.RKS(lih)
    mf.xc = "lda,"
    mf.kernel()
    assert mf.converged
    e, c = mf.mo_energy, mf.mo_coeff
    dip = np.einsum("xij,ip,jq->xpq", lih.intor("int1e_r"), c[:, :2], c[:, 2:],
                    optimize=True)
    gaps = e[None, 2:] - e[:2, None]
    f_iso = 4 / 3 * gaps * np.sum(dip**2, axis=0)
    start = gaps[0, 0]
    window = (gaps >= start - 1e-9) & (gaps < start + 30 / EV)
    count = int(np.sum(window[1] & (f_iso[1] > 1e-3)))
    in_val, in_core = (np.sum(f_iso[i][window[i]]) for i in (1, 0))
    lih_rows.append((basis, lih.nao, start * EV, count, in_val, in_core))
assert lih_rows[-1][3] >= 1

# ---- report ----
print(f"s exponents: {n_s}, {S_EXPS[0]:.3f} to {S_EXPS[-1]:.0f} bohr^-2, ratio 2.2")
print(f"p exponents at scale 1: {N_P}, from {P_START} bohr^-2, ratio {BETA}")
print(f"Be orbital energies 1s, 2s, 2p: {e_core*EV:.2f}, {e_val*EV:.2f}, "
      f"{eps_scan[0]*EV:.2f} eV")
print("scale | 2s->high p gap (eV) | 1s->2p gap (eV) | stick/continuum slice")
for row in zip(scales, gap_int * EV, gap_core * EV, slice_ratio):
    print("%.3f | %.2f | %.3f | %.2f" % row)
print(f"chosen scale: {scale:.3f}")
print(f"energy of the high p orbital: {eps_scan[k_int]*EV:.2f} eV")
print(f"sum of z strengths, full p set (4 electrons): {sum_rule:.3f}")
print(f"active orbitals: {n}, of these p: {n_v}, cutoff {CUTOFF:.0f} hartree")
print(f"intruder energy, coupled response: {w_n[n_int]*EV:.2f} eV")
print(f"core line energy, coupled response: {w_n[n_edge]*EV:.2f} eV")
print(f"valence weight of the intruder: {valence_weight:.4f}")
for label, idx in (("intruder", n_int), ("core line", n_edge)):
    print(f"{label} strength, no projection: {f_none[idx]:.5f}")
    print(f"{label} strength, one side projected: {f_one[idx]:.5f}")
    print(f"{label} strength, both sides projected: {f_both[idx]:.5f}")
print(f"intruder remainder, one side: {100*f_one[n_int]/f_none[n_int]:.2f} %")
print(f"intruder remainder, both sides: {100*f_both[n_int]/f_none[n_int]:.2f} %")
print(f"doubling weak coupling multiplies remainder: one side {ratio_one:.3f}, "
      f"both {ratio_both:.3f}")
print(f"core amplitude in intruder: first order {first_order:.4f}, full "
      f"{d_core[n_int]*np.sign(F[pair_int, n_int]):.4f} a.u.")
print(f"core-only response: line {w_cvs[n_cvs]*EV:.2f} eV, strength {f_cvs:.5f}")
print(f"lowest pole of core-only response: {w_cvs[0]*EV:.2f} eV")
print(f"kick {kappa} bohr^-1, step {dt} a.u., total time {t[-1]:.0f} a.u.")
print(f"damping half-width: {gamma*EV:.3f} eV")
for name in traces:
    print(f"real-time spectrum, projection {name}: at intruder "
          f"{spectra[name][-2]:.5f}, at core line {spectra[name][-1]:.5f} eV^-1")
    print(f"  largest trace deviation from pole formula: "
          f"{100*trace_error[name]:.4f} %")
print(f"kick-only versus measurement-only deviation: {100*reciprocity:.4f} %")
print("LiH, 1.6 angstrom, window from Li 1s->LUMO gap to 30 eV above:")
for basis, nao, start, count, in_val, in_core in lih_rows:
    print(f"{basis}: {nao} functions, start {start:.2f} eV, valence lines "
          f"(f>0.001) {count}, strength val {in_val:.4f}, core {in_core:.4f}")
print("every check passed")
```

Running it gives:

```
s exponents: 14, 0.030 to 848 bohr^-2, ratio 2.2
p exponents at scale 1: 14, from 0.02 bohr^-2, ratio 1.8
Be orbital energies 1s, 2s, 2p: -103.21, -4.63, -1.24 eV
scale | 2s->high p gap (eV) | 1s->2p gap (eV) | stick/continuum slice
1.000 | 73.90 | 101.963 | 1.03
1.103 | 81.64 | 101.963 | 1.03
1.216 | 90.24 | 101.964 | 1.02
1.342 | 99.79 | 101.964 | 1.02
1.480 | 110.40 | 101.965 | 1.01
1.632 | 122.19 | 101.967 | 1.00
1.800 | 135.27 | 101.969 | 0.97
1.985 | 149.81 | 101.972 | 0.93
chosen scale: 1.216
energy of the high p orbital: 85.61 eV
sum of z strengths, full p set (4 electrons): 4.000
active orbitals: 16, of these p: 9, cutoff 12 hartree
intruder energy, coupled response: 89.37 eV
core line energy, coupled response: 102.14 eV
valence weight of the intruder: 0.9997
intruder strength, no projection: 0.05979
intruder strength, one side projected: -0.00440
intruder strength, both sides projected: 0.00032
core line strength, no projection: 0.12291
core line strength, one side projected: 0.12158
core line strength, both sides projected: 0.12026
intruder remainder, one side: -7.36 %
intruder remainder, both sides: 0.54 %
doubling weak coupling multiplies remainder: one side 1.995, both 3.987
core amplitude in intruder: first order -0.0104, full -0.0090 a.u.
core-only response: line 102.14 eV, strength 0.12048
lowest pole of core-only response: 102.14 eV
kick 0.001 bohr^-1, step 0.05 a.u., total time 160 a.u.
damping half-width: 0.816 eV
real-time spectrum, projection none: at intruder 0.02445, at core line 0.05158 eV^-1
  largest trace deviation from pole formula: 0.0010 %
real-time spectrum, projection kick only: at intruder -0.00134, at core line 0.04984 eV^-1
  largest trace deviation from pole formula: 0.0177 %
real-time spectrum, projection both: at intruder 0.00049, at core line 0.04932 eV^-1
  largest trace deviation from pole formula: 0.0179 %
kick-only versus measurement-only deviation: 0.0047 %
LiH, 1.6 angstrom, window from Li 1s->LUMO gap to 30 eV above:
def2-svp: 14 functions, start 46.81 eV, valence lines (f>0.001) 1, strength val 0.0540, core 0.9358
def2-tzvpp: 33 functions, start 47.40 eV, valence lines (f>0.001) 1, strength val 0.0162, core 0.9409
def2-qzvpp: 65 functions, start 47.30 eV, valence lines (f>0.001) 5, strength val 0.0219, core 0.6788
every check passed
```
